# Mean free path from resonant s-wave impurities in copper

## Question

I am estimating how much point defects degrade a copper interconnect. An exercise says that one atomic percent of "fully resonant s-wave scatterers" gives an independent-impurity mean free path of about 17 nm, with $k_F=13.6\ \mathrm{nm^{-1}}$.

I know that $l=1/(n_i\sigma)$, but I am given neither the size of the defect nor its potential, so I don't see where $\sigma$ comes from. Do the two spin directions add a factor of two? Is this the length that enters the resistivity? And why may I treat the impurities as independent when an electron is a wave that meets many of them?

## Answer

The size is not needed because resonance fixes the cross section in terms of the electron wavelength. I take free electrons, one per copper atom, and static, elastic, randomly placed impurities on a fraction $c=0.01$ of the sites. "Fully resonant s-wave" means that at the Fermi energy the s-wave phase shift is $\delta_0=\pi/2$ for both spins, and all other phase shifts vanish.

### How many impurities there are

In a volume $V$, each allowed wave vector occupies $(2\pi)^3/V$ of $k$-space and holds two electrons. Filling a sphere of radius $k_F$ gives

$$
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}=84.96\ \mathrm{nm^{-3}} .
$$

With one electron per atom this is also the atomic density. As a check, an fcc lattice has four atoms per cubic cell, and a rough lattice constant of 0.36 nm gives $85.7\ \mathrm{nm^{-3}}$. The impurity density is therefore

$$
n_i=cn=0.8496\ \mathrm{nm^{-3}} .
$$

I take $k_F$ as unchanged by the impurities. In a large sphere of radius $R$ the s levels obey $kR+\delta_0=j\pi$ with $j$ an integer, so each impurity adds $\delta_0/\pi$ levels per spin below the Fermi energy. For $\delta_0=\pi/2$ and two spins, that is room for one electron. An impurity that brings one extra electron then leaves $k_F$ unchanged in the dilute limit; one that brings none lowers $k_F$ by about $c/3$, or 0.33 percent.

### The resonant cross section

Averaging the incident wave $e^{ikz}$ over directions gives its s-wave part:

$$
\frac12\int_{-1}^{1}e^{ikr\mu}\,d\mu=\frac{\sin kr}{kr}
=\frac{e^{ikr}-e^{-ikr}}{2ikr}.
$$

The second term converges on the impurity and the first leaves it. The impurity can alter only the outgoing term, by a factor $S$. Elastic scattering conserves flux, so $|S|=1$ and we may write $S=e^{2i\delta_0}$. The added wave is $f_0e^{ikr}/r$, with

$$
f_0=\frac{e^{2i\delta_0}-1}{2ik}
=\frac{e^{i\delta_0}\left(e^{i\delta_0}-e^{-i\delta_0}\right)}{2ik}
=\frac{e^{i\delta_0}\sin\delta_0}{k}.
$$

The scattered flux through a large sphere, divided by the incident flux per unit area, is

$$
\sigma=\int |f_0|^2\,d\Omega=\frac{4\pi}{k^2}\sin^2\delta_0 .
$$

At resonance $S=-1$, $f_0=i/k$, and the s-wave cross section is at its maximum:

$$
\sigma=\frac{4\pi}{k_F^2}=\frac{4\pi}{(13.6\ \mathrm{nm^{-1}})^2}=0.06794\ \mathrm{nm^2}.
$$

There is no further factor of two. An electron of either spin sees this same cross section; the two spins were already counted in $n$.

The physical size of the defect has dropped out of the s-wave cross section. A numerical solution for an attractive Gaussian well of range only 0.0221 nm, with its depth varied, gives the same largest s-wave cross section, $0.06794\ \mathrm{nm^2}$. At that depth the well's p-wave cross section is $1.4\times10^{-4}$ of the s-wave one. It is this small because $k_F$ times the range is only 0.3. For a defect of atomic size that product is of order one or more, and other partial waves generally scatter too. Size then matters again, and pure s-wave scattering is an assumption of the exercise.

### The mean free path

In a path element $dz$ the collision probability is $n_i\sigma\,dz$. The probability $P$ of having had no collision obeys $dP/dz=-n_i\sigma P$, so $P=e^{-n_i\sigma z}$. The mean distance to the first collision is

$$
l=\int_0^\infty z\,n_i\sigma e^{-n_i\sigma z}\,dz=\frac1{n_i\sigma}.
$$

Inserting the density and the cross section,

$$
l=\frac{3\pi^2}{c\,k_F^3}\,\frac{k_F^2}{4\pi}
=\frac{3\pi}{4c\,k_F}
=\frac{3\pi}{4(0.01)(13.6\ \mathrm{nm^{-1}})}
=17.3\ \mathrm{nm}.
$$

This is the 17 nm of the exercise. At fixed $c$ and one electron per atom, $l$ falls as $1/k_F$, because the impurity density grows as $k_F^3$ while the cross section shrinks as $k_F^{-2}$. At fixed impurity density it would instead grow as $k_F^2$.

For a pure s-wave scatterer away from resonance, $l$ is longer by $1/\sin^2\delta_0$. Thus 17 nm is the shortest independent-impurity path that s-wave scattering alone can give at this concentration.

### Is it the length in the resistivity?

A collision through angle $\theta$ removes, on average, a fraction $1-\cos\theta$ of the forward momentum. The transport cross section is therefore

$$
\sigma_{\rm tr}=\int |f|^2(1-\cos\theta)\,d\Omega .
$$

For an s wave, $|f|^2$ does not depend on angle and the cosine integrates to zero. Hence $\sigma_{\rm tr}=\sigma$, and the collision and transport mean free paths coincide.

The momentum relaxation time is $\tau=l/v_F$, since the field changes the occupation of states near the Fermi surface. In a steady field $E$, the momentum gained per unit time, $-eE$, balances the loss $mv_d/\tau$. The drift velocity is $v_d=-eE\tau/m$, and the current density is $-nev_d=ne^2\tau E/m$. With $mv_F=\hbar k_F$,

$$
\rho_i=\frac{m}{ne^2\tau}=\frac{\hbar k_F}{ne^2l}.
$$

Since $nl=(k_F^3/3\pi^2)(3\pi/4ck_F)=k_F^2/(4\pi c)$, this becomes

$$
\rho_i=\frac{4\pi\hbar c}{e^2k_F}=3.8\ \mathrm{\mu\Omega\,cm}.
$$

Here $c$ is the impurity fraction, not the speed of light.

### Why the impurities may be treated as independent

Consider a thin sheet of thickness $dz$, containing $n_i\,dz$ impurities per unit area, each driven by the same plane wave of unit amplitude. At distance $z$ behind the sheet, put $R^2=\varrho^2+z^2$, so that $\varrho\,d\varrho=R\,dR$. The mean scattered wave is

$$
n_i\,dz\int_0^\infty 2\pi\varrho\,d\varrho\,\frac{f_0e^{ikR}}{R}
=2\pi n_if_0\,dz\int_z^\infty e^{ikR}\,dR
=\frac{2\pi i n_if_0}{k}\,e^{ikz}\,dz .
$$

The upper limit is dropped by giving the wave an infinitesimal damping. With $f_0=i/k$, the relative change of the forward amplitude is $-2\pi n_i\,dz/k^2=-n_i\sigma\,dz/2$. The amplitude decays as $e^{-z/2l}$ and the intensity as $e^{-z/l}$, in agreement with the collision argument.

This calculation lets the mean wave drive every impurity, and so omits waves that bounce back and forth between particular neighbours. The relevant small number is

$$
\frac1{k_Fl}=\frac{4c}{3\pi}=0.0042 .
$$

It indicates the scale of density corrections, not their coefficient.

A numerical test keeps all the multiple scattering. It solves the coupled wave equations for 1021 resonant points in random Gaussian clouds, with the impurity density of this example at the centre. The rms widths are $40/k_F$ across the beam and $120/k_F$ along it.

If $b$ is the integral of $n_i\sigma$ along a straight path, the amplitude behind the cloud is $e^{-b/2}$. The coherent beam loses a fraction $1-e^{-b}$ of its power, and the missing amplitude diffracts a further $(1-e^{-b/2})^2$. Their sum is $2(1-e^{-b/2})$, so the predicted extinction cross section is

$$
\sigma_{\rm ext}=2\int\left(1-e^{-b/2}\right)d^2\varrho .
$$

For a central $b$ of 1.276, this is 0.861 of the sum of the separate cross sections. The full wave solution gives $0.861\pm0.002$, where the uncertainty is the standard error over the random clouds. The reduction below one is the shadowing expected from exponential attenuation.

### What this means for a real copper line

The 17 nm is the impurity contribution, not the total mean free path. A rough room-temperature resistivity of pure copper, $1.7\ \mathrm{\mu\Omega\,cm}$, corresponds through $l=\hbar k_F/(ne^2\rho)$ to a phonon path of about 39 nm. If the two processes act independently, their rates add:

$$
\frac1l=\frac1{17.3\ \mathrm{nm}}+\frac1{39\ \mathrm{nm}},
\qquad l\approx12\ \mathrm{nm}.
$$

Now take a square line of width $w=20$ nm with diffuse walls. An electron meets the two pairs of walls at the rate $(|v_x|+|v_y|)/w$. Averaged over directions, each speed component is $v/2$, so the rate is $v/w$ and the mean path between wall hits is 20 nm. Adding this rate as well gives about 7.5 nm. That is a scale rather than a line resistivity, because wall scattering depends on position and direction.

Full resonance is a strong assumption, and a real impurity need not meet it. Zinc in copper, for example, adds very roughly $0.3\ \mathrm{\mu\Omega\,cm}$ per atomic percent, more than ten times less than the resonant value, so its transport mean free path is longer by the same factor. The resonant value is a ceiling only for pure s-wave scattering: a lone d-wave resonance, $\delta_2=\pi/2$, has five times the transport cross section, about $19\ \mathrm{\mu\Omega\,cm}$ per atomic percent, so an impurity that scatters strongly in higher partial waves can exceed it. One percent is also a high concentration: it is more like deliberate alloying than residual impurity, and far above the equilibrium vacancy fraction in solid copper.

The effect of other phase shifts can be seen by adding a p wave:

$$
f=\frac1k\left(e^{i\delta_0}\sin\delta_0+3e^{i\delta_1}\sin\delta_1\cos\theta\right).
$$

When $|f|^2(1-\cos\theta)$ is integrated over angles, the averages of $\cos\theta$ and $\cos^3\theta$ vanish and that of $\cos^2\theta$ is $1/3$. This leaves

$$
\sigma_{\rm tr}=\frac{4\pi}{k^2}\left[\sin^2\delta_0+3\sin^2\delta_1
-2\sin\delta_0\sin\delta_1\cos(\delta_0-\delta_1)\right].
$$

For the illustrative phases $\delta_0=\pi/4$ and $\delta_1=\pi/12$, the bracket is $0.500+0.201-0.317=0.384$. At the same concentration the transport path rises to $17.3/0.384\approx45$ nm. Small errors are less serious: with $\delta_0=\pi/2$, the bracket is $1+\sin^2\delta_1$, which changes only at second order in $\delta_1$.

Thermal spread matters little for the broad resonance of the Gaussian well. Raising the energy from $E_F=7.05$ eV by $k_BT=0.0259$ eV, at 300 K, lowers its cross section by 0.37 percent. This matches the factor $1/k^2\propto1/E$, since $\sin^2\delta_0$ is stationary at resonance. A resonance as narrow as $k_BT$ would need an average over energy.

The estimate also leaves out the non-spherical parts of copper's Fermi surface, clustering of the impurities, and inelastic or spin-flip scattering. I have not sized those effects here. The numerical output below collects the values used.

## Numbers as computed

```
Fermi wave number: 13.6 nm^-1
Impurity atomic fraction: 1.0 percent
Atomic density from kF: 84.96 nm^-3
Rough fcc lattice constant: 0.36 nm
Atomic density from rough lattice: 85.7 nm^-3
Impurity density: 0.8496 nm^-3
Resonant cross section: 0.06794 nm^2
Largest s cross section of solved well: 0.06794 nm^2
Impurity mean free path: 17.32 nm
Mean free path from random rays: 17.59 nm
Standard error of ray result: 0.20 nm
kF times mean free path: 235.6 (no unit)
1/(kF l): 0.00424 (no unit)
Scatterers in each wave cloud: 1021 (count)
Wave cloud rms width, kF*s: 40 (no unit)
Wave cloud rms length, kF*s: 120 (no unit)
Central optical depth of cloud: 1.276 (no unit)
Extinction/(N sigma), full waves: 0.861 (no unit)
Standard error of wave ratio: 0.002 (no unit)
Extinction/(N sigma), path formula: 0.861 (no unit)
Added impurity resistivity: 3.80 microohm cm
Temperature: 300 K
Rough phonon resistivity: 1.7 microohm cm
Phonon mean free path: 38.7 nm
Path with impurities and phonons: 12.0 nm
Rough square line width: 20 nm
Mean path between wall hits: 20.0 nm
Path scale with all three processes: 7.5 nm
Illustrative s phase: 0.7854 rad
Illustrative p phase: 0.2618 rad
Transport path for these phases: 45.1 nm
Model well range: 0.0221 nm
p/s cross-section ratio of model well: 1.40e-04 (no unit)
Fermi energy: 7.05 eV
Thermal energy: 0.0259 eV
Well cross-section change at EF+kT: -0.37 percent
kF shift, one extra electron/impurity: 0.33 percent
```
